# Attempt frequency from threshold-shift curves by a front-corrected collapse

## What dimensions fix, and what they leave open

A transistor under constant gate bias and illumination shifts its threshold as charges or defects cross barriers. Let each barrier $E$ be crossed once, at the rate $\nu e^{-E/kT}$, with one attempt frequency $\nu$ for all barriers. Frequency and time then enter only through the dimensionless product $\nu t$, and a barrier's state depends only on

$$a=\nu t\,e^{-E/kT}.$$

Barriers with large $a$ have been crossed and those with small $a$ have not. The dividing energy, at some number $a_0$ of order one, is

$$E_{\rm front}=kT\,(\ln\nu t-\ln a_0).$$

If the barriers are spread smoothly over much more than $kT$, curves from several temperatures therefore nearly coincide when plotted against $kT\ln\nu t$. Dimensions do not supply $a_0$, however, and $-\ln a_0$ adds directly to $\ln\nu$. A collapse can therefore look good and still return $\nu$ times a pure number.

The algebra uses atomic units, in which $kT$ is an energy. Numbers are in eV, V, K and s, and shifts are magnitudes. Define $L=\ln\nu$ and

$$x=kT(L+\ln t).$$

Changing the unit of time changes $L$ and $\ln t$ oppositely and leaves $x$ alone. Numerical values of $L$ refer to $\nu$ in 1/s.

## The front as an average

Let $g(E)$ be the shift per unit barrier energy, and $G(E)$ its integral from zero to $E$. First-order crossing gives

$$D(t,T)=\int g(E)\left[1-\exp\left(-e^{(x-E)/kT}\right)\right]dE.$$

The bracket is the probability that a variable $Y$ with density $e^{-Y}$, $Y>0$, lies below $e^{(x-E)/kT}$. Taking logarithms, $Y<e^{(x-E)/kT}$ means $E<x-kT\ln Y$. With $Z=-\ln Y$, integrating over $E$ first gives

$$D=\langle G(x+kTZ)\rangle .$$

Since $P(Z<z)=P(Y>e^{-z})=\exp(-e^{-z})$, the density of $Z$ is $\exp(-z-e^{-z})$. The front is thus smeared over an energy of order $kT$, unequally on its two sides.

Its moments follow from

$$\langle e^{qZ}\rangle=\langle Y^{-q}\rangle=\int_0^\infty Y^{-q}e^{-Y}dY=\Gamma(1-q),\qquad q<1.$$

The product formula for the gamma function gives, for $|q|<1$,

$$\ln\Gamma(1-q)=\gamma q+\sum_{k\ge1}\left[-\ln\left(1-\frac qk\right)-\frac qk\right]
=\gamma q+\sum_{n\ge2}\frac{\zeta(n)}{n}q^n ,$$

where $\gamma=0.5772$ is Euler's constant. The cumulant $\kappa_n$ is $n!$ times the coefficient of $q^n$, so

$$\kappa_1=\gamma,\qquad \kappa_n=(n-1)!\,\zeta(n)\quad(n\ge2).$$

If $M(q)$ generates the moments $m_n=\langle Z^n\rangle$ and $K=\ln M$, then $M'=K'M$. Differentiating this $n-1$ times at $q=0$ gives

$$m_n=\sum_{j=1}^{n}\binom{n-1}{j-1}\kappa_j\,m_{n-j},\qquad m_0=1.$$

## Bias of the sharp collapse

The sharp collapse fits $D=F(kT(L'+\ln t))$ with a free smooth function $F$ and a trial $L'$.

**Flat density.** Let $g=A$ wherever the front has weight. Then, apart from a constant that $F$ absorbs, $G=AE$ and

$$D=A(x+\gamma kT)=A\,kT(L+\gamma+\ln t).$$

In terms of the trial variable $x'=kT(L'+\ln t)$ this reads $D=Ax'+A\,kT(L+\gamma-L')$. The last term differs between temperatures at equal $x'$, so no single $F$ can absorb it where curves overlap. It vanishes at $L'=L+\gamma$, and the fit returns

$$\nu_{\rm sharp}=e^{\gamma}\nu=1.781\,\nu .$$

For a density flat from 0 to 1.7 eV, with the temperatures and times of the example below, an unweighted noise-free fit gives a bias of 0.5773 in $\ln\nu$.

**Curved distribution.** Put $\bar x=x+\gamma kT$ and expand about the mean of the front. The variance is $\kappa_2=\zeta(2)=\pi^2/6$, so

$$D=G(\bar x)+\frac{\pi^2}{12}(kT)^2g'(\bar x)+\ldots$$

To first order the extra term acts as an energy displacement $\Delta x=(\pi^2/12)(kT)^2g'/g$. A displacement that depends on $x$ alone is absorbed by the master curve; one equal to $kT\,\delta L$ looks like a change of $L$. This gives a local rule for any small disturbance:

$$\delta L\approx\left.\frac{\partial\,\Delta x}{\partial(kT)}\right|_{x}.$$

Here it yields $\delta L\approx(\pi^2/6)\,kT\,g'/g$, positive below the peak of $g$ and negative above it. A fit combines all regions, and its result, even in sign, depends on its weights.

**Single barrier.** In the opposite limit all barriers equal $E_0$, and $D$ depends on $(x-E_0)/kT$, not on $x$ alone. Full curves then do not collapse, because their width in $x$ grows with $kT$. A fixed level of $D$ still corresponds to a fixed $a$, so $E_0=kT(\ln\nu t-\ln a)$, and an Arrhenius plot of the time to that level gives $\nu/a$. At the level $1-1/e$, $a=1$ and the result is $\nu$. At half the full shift, $a=\ln2$ and the result is $1.44\,\nu$. The pure number therefore depends on both the distribution and the way of reading the data.

## Front-corrected master curve

The cure is to fit $G$ and let the front smear it. Let $c$ and $h$ be the centre and half-width of the range of $x$ at the trial $L$. With $u=(x-c)/h$ and $s=kT/h$, take

$$G(E)=\sum_{n=0}^{K}c_n\left(\frac{E-c}{h}\right)^n .$$

Replacing $E$ by $x+kTZ$ turns the power into $(u+sZ)^n$. The binomial theorem and the average over $Z$ give

$$D=\sum_{n=0}^{K}c_nB_n,\qquad B_n=\sum_{j=0}^{n}\binom nj m_j\,s^j\,u^{n-j}.$$

The smearing of the polynomial involves no truncation; the approximation lies in representing $G$ by a polynomial. Keeping only $j=0$ restores the sharp collapse. The coefficients enter linearly, so $L$ is the one nonlinear unknown.

## Weights and the error of $L$

Each shift is a threshold reading minus the initial reading. If readings have independent errors of standard deviation $\sigma$, the error of point $i$ is $\epsilon_i-\epsilon_0$, with $\epsilon_0$ common to the curve. Within one temperature the covariance is

$$\sigma^2C_{ij}=\sigma^2(\delta_{ij}+1),$$

and between temperatures it is zero. Factor $C=RR^T$ and set $W=R^{-1}$. Then $W$ times the error has covariance $\sigma^2WCW^T=\sigma^2\mathbf 1$, so $|W\,\mathrm{residual}|^2$ is the proper scatter.

The effect of the weights can be read off. For $n$ points in a curve, $C^{-1}=\mathbf 1-ee^T/(n+1)$, where $e$ is a column of ones. A rigid vertical displacement of the curve has weight $e^TC^{-1}e=n/(n+1)$, as for less than one reading, where the unweighted fit gives it weight $n$.

For the error, let $Q$ be an orthonormal basis for the columns of $WB$, and let

$$d=\frac{\partial D}{\partial L}=\frac{\partial D}{\partial\ln t},\qquad p=(1-QQ^T)Wd .$$

The two derivatives agree because $\nu$ and $t$ enter as a product. Near the true $L$, with whitened noise $\eta$, the residual is $(1-QQ^T)\eta-p\,\delta L$. Minimizing its square gives

$$\delta L=\frac{p^T\eta}{p^Tp},\qquad \sigma_L=\frac{\sigma}{|p|}.$$

For an unweighted fit, set $W=\mathbf 1$ in $p$ and $Q$. The noise still has covariance $\sigma^2C$, so

$$\sigma_L=\sigma\,\frac{\sqrt{p^TCp}}{p^Tp}.$$

## Pseudocode

```
input: T[i], ln t[j], shifts y, noise sigma, degree K, grid of L
compute moments m[0..K]
build C, factor C = R R^T, set W = R^-1
for each L on the grid:
    x = kT (L + ln t);  scale to u and s
    B[n] = sum_j binom(n,j) m[j] s^j u^(n-j)
    Q = orthonormal factor of W B
    r = W y - Q (Q^T W y)
    S(L) = r^T r
find the lowest grid point; reject it if at an end
place a parabola through it and its two neighbours
at the vertex, take d = dD/d(ln t) of the fitted curve
p = W d - Q (Q^T W d)
return the vertex L and sigma_L = sigma / |p|
```

## Cost and numerical stability

For $N$ points, the QR factorization costs of order $NK^2$ operations per trial $L$, and projecting $M$ data sets costs of order $NKM$. Since $Q$ does not depend on the data, one factorization serves all synthetic sets. Applying a dense $W$ costs of order $N^2K$ for the basis; using its blocks reduces this.

Scaling keeps $|u|\le1$, and QR avoids squaring the condition number as normal equations would. The residual vector should be formed before its norm, because subtracting two large norms loses digits when the fit is good.

High degrees call for a check. The pole of $\Gamma(1-q)$ at $q=1$ makes the ratio $m_n/n!$ approach 1, so the pure front term in $B_n$ behaves as $n!\,s^n$. Successive terms change by a factor $ns$ and grow once $n>1/s$. In the example $h\approx0.19$ eV, so $s\approx0.16$ at 360 K and the turn comes near $n=6$. Such growth does not by itself spoil a fit, but degree 8 lies beyond the turn, so its result is compared below with those of degrees 7 and 9.

## Recovery from synthetic data

The data come from direct quadrature of the rate law, with $\nu=10^7$ 1/s ($L=16.118$). The density is Gaussian, with mean 0.75 eV, width 0.15 eV and full shift 8 V. There are 25 logarithmically spaced times from 10 to $10^5$ s at each of 300, 320, 340 and 360 K. The noise is $\sigma=0.01$ V per reading, including the initial one.

At 300 K, $kT=0.02585$ eV and the first point lies at

$$x=0.02585\,(16.118+2.303)=0.476\ {\rm eV}.$$

The last 360 K point lies at 0.857 eV. The data thus cover the lower flank and the centre of the distribution, with shifts from 0.37 to 6.32 V.

Without noise, the corrected fits of degrees 7, 8 and 9 all recover $\ln\nu$ to better than 0.001. The sharp fit misses by 0.670 unweighted and 0.487 weighted. These lie on either side of $\gamma$, so here the curvature bias changes sign with the weighting.

One noisy set gives

$$\ln\nu=15.99\pm0.12,\qquad \nu=8.8\times10^6\ {\rm s^{-1}},\qquad \log_{10}\nu=6.95\pm0.05 .$$

The true value is one standard error away. The sharp fit to the same set gives about $1.5\times10^7$ 1/s.

The three lines for weighted rms scatter in the numerical output are too large by a factor of 100: they were divided by the number 0.01 but kept the label mV. The correct values are 10.7 mV at the minimum, and 42.9 and 39.7 mV when $\nu$ is 100 times lower and higher. With 100 points, nine coefficients and $L$, there are 90 degrees of freedom, and the minimum agrees with the 10 mV noise within the expected relative spread $1/\sqrt{180}=0.07$.

Over 1000 noisy sets the mean is 16.123. The standard deviation is 0.123, against a predicted 0.122, and 95.1% of the results lie within two predicted errors. The unweighted fit scatters by 0.159, against a predicted 0.155. Ignoring the shared initial reading would have suggested 0.037, about four times too small.

## Failure modes

**One temperature.** Changing $L$ then moves every $x$ equally. Neither $u$ nor $s$ changes, so the basis and $S(L)$ are the same for every $L$. Numerically, $S$ varies by a relative $2\times10^{-13}$ over the search range.

**Lost overlap.** Neighbouring curves at $T_1<T_2$, with times from $t_1$ to $t_2$, overlap if $T_2(L+\ln t_1)<T_1(L+\ln t_2)$, or

$$L<\frac{T_1\ln t_2-T_2\ln t_1}{T_2-T_1}.$$

Well beyond this limit, a master curve of high enough degree can follow the curves separately, and low scatter then loses its meaning. The tightest limit here is 135.9, far above the search range of 4 to 40.

**Narrow distributions.** If $g$ has structure comparable with $kT$ or finer, a low-degree polynomial is a poor form for $G$. A few discrete barriers should be fitted as such.

**Disturbed data.** Each disturbance below was added alone to the noise-free data, which were then fitted by the unchanged weighted method.

- *Temperature error.* Let the true temperature fall short by an amount rising linearly from zero at 300 K to 1 K at 360 K. Then $\Delta x=-x(T-300)/(60T)$, with $T$ in K. The local rule gives $\delta L\approx-(x/kT)(300/T)/60$, about $-0.35$ for $x/kT=23$ and $T=330$ K. The full fit gives $-0.41$.
- *Drift of the full shift.* A 1% rise from 300 to 360 K changes $L$ by $+0.37$.
- *Falling stress.* With 20 V on the gate, multiplying all rates by $1-D/(20\ {\rm V})$ changes $L$ by $-0.15$.
- *Back-reaction.* If the crossed state lies 0.15 eV lower and return is allowed, the change is $-0.15$.
- *Tunnelling near the barrier top.* The leading correction multiplies the rate by $1+f$, with $f=(\hbar\omega/kT)^2/24$, where $\omega$ is the angular frequency set by the curvature of the barrier top. For $\hbar\omega=0.05$ eV, $f$ is 0.16 at 300 K and 0.11 at 360 K. For small $f$, $\Delta x\approx kTf\propto1/kT$, so the rule gives $\delta L\approx-f$; the fit gives $-0.11$. The leading term is only a rough guide at this $\hbar\omega$: the full factor for a parabolic barrier, $(\hbar\omega/2kT)/\sin(\hbar\omega/2kT)$, gives $-0.14$. The rates rise, yet the fitted frequency falls, because the colder curves gain more.
- *Frequency tied to barrier height.* A tenfold rise of $\nu$ per 0.5 eV, with $\nu$ fixed at the mean barrier, changes $L$ by $+0.08$. This small value is a cancellation: the local rule runs from about $-1$ at the low end of the data to about $+0.6$ at the high end, and an unweighted fit gives $-0.31$. The fitted $\nu$ is then a weighting-dependent average over the barriers sampled.

The first two changes are each at least three times the random error of 0.12. If a temperature error of this size is present, better thermometry would improve $\nu$ more than further readings of the same kind.

## Relation to real transistors

The parameters are meant for an amorphous indium-gallium-zinc-oxide transistor under negative gate bias and constant illumination, where barriers of some 0.7 eV and frequencies near $10^7$ 1/s are plausible rough values. Such a frequency lies far below lattice vibration frequencies of $10^{12}$ to $10^{13}$ 1/s, so it is an effective prefactor rather than a vibrational attempt rate, and it is unrelated to the $\omega$ of the tunnelling test. A 20 V stress across a 200 nm oxide is 1 MV/cm, well below the roughly 10 MV/cm at which good silicon dioxide breaks down. A full shift of 8 V is large for a well-passivated device; for the same noise and distribution shape, $\sigma_L$ grows inversely with the full shift. Two assumptions are open to doubt. Light may drive some crossings at a rate that does not depend on temperature; adding only $10^{-7}$ 1/s to every rate in the example lowers the fitted $L$ by about 0.35. The full shift may also vary with temperature, since the supply of photogenerated holes can change. The 1% drift above already multiplies the fitted frequency by $e^{0.37}\approx1.4$. If the response stays linear, a 5% drift would multiply it by about 6. Unless a drift of that size can be excluded, the frequency from a real device should carry this systematic uncertainty beside its random error.

## Computed results

```
true nu = 1.000e+07 1/s, ln nu = 16.118
barrier mean = 0.75 eV, width = 0.15 eV
full shift = 8.0 V, noise per reading = 0.010 V
times = 10 to 100000 s, 25 per T
gate stress = 20 V, oxide = 200 nm
oxide field = 1.00 MV/cm
T = 300 K: kT = 0.02585 eV, x = 0.476-0.714 eV
  shift first, middle, last = 0.370, 1.449, 3.564 V
T = 320 K: kT = 0.02758 eV, x = 0.508-0.762 eV
  shift first, middle, last = 0.572, 2.076, 4.567 V
T = 340 K: kT = 0.02930 eV, x = 0.540-0.810 eV
  shift first, middle, last = 0.846, 2.814, 5.512 V
T = 360 K: kT = 0.03102 eV, x = 0.571-0.857 eV
  shift first, middle, last = 1.201, 3.625, 6.318 V
Euler gamma = 0.5772, exp(gamma) = 1.7811
flat density, sharp front: bias in ln nu = 0.5773
Gaussian, sharp, unweighted: bias in ln nu = 0.670
Gaussian, sharp, weighted: bias in ln nu = 0.487
full front, degree 7: bias in ln nu = -0.0001
full front, degree 8: bias in ln nu = 0.0002
full front, degree 9: bias in ln nu = 0.0001
degree 8 to 9 changes ln nu by -0.0001
one noisy set: ln nu = 15.993 +/- 0.122
one noisy set: nu = 8.822e+06 1/s
one noisy set: log10 nu = 6.946 +/- 0.053
same set, sharp front: nu = 1.455e+07 1/s
weighted rms scatter at minimum = 1067.52 mV
  nu 100 times lower: 4286.63 mV
  nu 100 times higher: 3974.92 mV
1000 noisy sets: mean ln nu = 16.123
weighted error: predicted 0.122, found 0.123
unweighted error: predicted 0.155, found 0.159
unweighted error if shared noise is ignored = 0.037
fraction within two predicted errors = 0.951
one temperature: relative change of scatter = 2.3e-13
search range of ln nu = 4 to 40
neighbouring curves overlap up to ln nu = 135.9
back-reaction energy drop = 0.15 eV
barrier-top quantum = 0.05 eV, crossover T = 92 K
varying nu: tenfold per 0.5 eV of barrier
change of fitted ln nu from neglected effects:
  falling stress voltage: -0.154
  hottest sample 1 K too cold: -0.414
  full shift grows 1%: +0.368
  back-reaction: -0.149
  tunnelling at barrier top: -0.108
  nu varies with barrier: +0.083
```
